# Abell's criterion: leading scaling with coordination and its band-shape correction

## A degeneracy to explain

Take a model atom with exponentially decaying hopping and repulsion, the repulsion decaying twice as fast as the hopping. Give it 1, 4 or 12 nearest neighbours and let the bonds relax. In the simplest second-moment model the bond length grows from 4.000 to 5.386 to 6.485 bohr, yet the energy per atom is $-0.06767$ hartree in all three cases. Twelve neighbours bind the atom no more strongly than one.

The degeneracy follows from a power law for the cohesive energy, whose exponent changes sign when the ratio of the two decay rates is 2. The power law is the leading behaviour for large coordination, provided the factor describing the band shape stays between fixed positive limits. The first correction to it comes from the shape of the electronic band, and at the coordinations of real crystals it is large enough to change which structure wins.

## The model

Every atom has $z$ equivalent nearest neighbours at distance $r$. Interactions beyond them are dropped. Each atom carries one orthogonal s orbital and one electron, without spin polarization. The orbital energy of the free atom is the zero of energy, and it is not shifted by bonding. Hartree atomic units are used.

The hopping integral between neighbours has magnitude
$$h(r)=B\,e^{-qr}.$$
The repulsion of a pair is written $2A\,e^{-pr}$. Half of it belongs to each atom, so $z$ neighbours contribute $zA\,e^{-pr}$ per atom. The constants obey $A,B>0$ and $p>q>0$: the repulsion has the shorter range.

**Second moment.** Let $n(\varepsilon)$ be the local density of states for one spin, normalized to one. Its second moment is a diagonal element of the squared Hamiltonian:
$$\mu_2=\int\varepsilon^2n(\varepsilon)\,d\varepsilon=(H^2)_{ii}=\sum_jH_{ij}H_{ji}=z\,h^2 .$$
Each term is a walk from atom $i$ to a neighbour and back. There are $z$ such walks, each of weight $h^2$, and the on-site term vanishes by the choice of zero.

**Bond energy.** Write $n(\varepsilon)=\mu_2^{-1/2}\,g(\varepsilon/\sqrt{\mu_2})$, where $g$ has unit second moment and describes only the shape of the band. With $x=\varepsilon/\sqrt{\mu_2}$ and two spins,
$$E_{\rm bond}=2\int^{\varepsilon_F}\varepsilon\,n(\varepsilon)\,d\varepsilon=\sqrt{\mu_2}\;2\int^{x_F}x\,g(x)\,dx\equiv-c\,\sqrt z\,h .$$
The number $c$ depends on the shape $g$ and on the filling, which fixes $x_F$. The energy per atom is therefore
$$E(r)=zA\,e^{-pr}-c\,B\sqrt z\,e^{-qr}. \tag{1}$$
Repulsion grows as $z$ and bonding as $\sqrt z$: each new neighbour weakens the bonds to the others. If bonding were a sum of pair terms, it would also grow as $z$. The whole energy would then be $z$ times a function of $r$, the equilibrium length would not depend on $z$, and the cohesive energy would be proportional to $z$. In that case there would be no competition.

## Relaxing the bond length

Call the two positive parts of (1) $R=zA\,e^{-pr}$ and $T=cB\sqrt z\,e^{-qr}$, so that $E=R-T$. Since $R'=-pR$ and $T'=-qT$,
$$E'=-pR+qT=0\quad\Rightarrow\quad \frac RT=\frac qp .$$
The ratio $R/T$ is proportional to $e^{-(p-q)r}$, which is monotonic, so there is one stationary point. There
$$E''=p^2R-q^2T=pq\,T-q^2T=q(p-q)\,T>0,$$
and it is a minimum because $p>q$. Written out, the condition $pR=qT$ reads $pzA\,e^{-pr}=qcB\sqrt z\,e^{-qr}$. Dividing by $pzA\,e^{-qr}$ gives
$$e^{-(p-q)r}=\frac{q\,c\,B}{p\,A\,\sqrt z}. \tag{2}$$
A positive bond length requires the right side to be less than one, that is, a sufficiently strong repulsion.

At the minimum $E=R-T=-(1-q/p)\,T$. To find $T$, raise (2) to the power $q/(p-q)$, which turns its left side into $e^{-qr}$:
$$|E|=\Bigl(1-\frac qp\Bigr)\,c\,B\sqrt z\,\Bigl[\frac{q\,c\,B}{p\,A\sqrt z}\Bigr]^{q/(p-q)}. \tag{3}$$
Collect the powers of $z$ and of $c$:
$$\frac12-\frac{q}{2(p-q)}=\frac{p-2q}{2(p-q)}\equiv\alpha,\qquad 1+\frac q{p-q}=\frac p{p-q}.$$
Hence
$$|E|\propto c^{\,p/(p-q)}\,z^{\,\alpha}, \tag{4}$$
with a prefactor that is the same for all structures.

## Leading order: the criterion

Let $s=p/q$, so that $\alpha=(s-2)/[2(s-1)]$. Compare a structure with the dimer, for which $z=1$ and the shape factor is $c_1$. The logarithm of (4) gives
$$\ln\frac{|E_z|}{|E_1|}=\alpha\ln z+\frac{s}{s-1}\ln\frac{c}{c_1}. \tag{5}$$
If $c$ stays between fixed positive limits as $z$ grows, the second term stays bounded while the first grows as $\ln z$. The leading term alone is Abell's criterion:

- For $p/q>2$, $\alpha>0$ and the largest $z$ is favoured, which means close packing.
- For $p/q<2$, $\alpha<0$ and $z=1$ is favoured, which means dimers.
- For $p/q=2$, $\alpha=0$ and the leading term does not distinguish the structures.

The mechanism is visible in the bond length. At fixed $c$, equation (2) gives
$$r_z-r_1=\frac{\ln z}{2(p-q)} .$$
More neighbours bring a gain $\sqrt z$ in bonding at fixed length, but the bonds stretch and the hopping falls. A steep repulsion (large $p$) permits little stretching, and as $s\to\infty$ the exponent tends to $1/2$, the bare bonding gain. A soft repulsion forces large stretching, and as $s\to1$ from above, $\alpha\to-\infty$.

The energy per bond behaves differently. There are $z/2$ bonds per atom, so it is $2|E|/z\propto z^{\alpha-1}$ with
$$\alpha-1=\frac{p-2q-2(p-q)}{2(p-q)}=-\frac{p}{2(p-q)}<0 .$$
Individual bonds weaken with coordination on both sides of the criterion. What changes sign is whether their greater number compensates.

### Numbers at fixed shape

Choose $B=1$ hartree and $q=0.5$ per bohr, and fix $A$ by a dimer bond length of 4 bohr. Equation (2) with $z=c=1$ then gives $A=(qB/p)\,e^{(p-q)\cdot4}$. Keep $c=1$ for every structure.

For $p/q=2$, $p=1$ per bohr and $A=0.5\,e^{2}=3.69$ hartree. The dimer has $T=e^{-2}=0.1353$ hartree and $E=-(1-\tfrac12)\,T=-0.0677$ hartree, or $-1.84$ eV. For $z=12$ the bond is longer by $\ln12/(2\times0.5)=2.485$ bohr. This multiplies the hopping by $e^{-0.5\times2.485}=1/\sqrt{12}$, which cancels the factor $\sqrt{12}$ in the bond energy. That cancellation is the degeneracy of the opening.

For $p/q=3$ the exponent is $1/4$. The dimer energy is $-0.0902$ hartree, and twelve neighbours give $12^{1/4}\times0.0902=1.861\times0.0902=0.168$ hartree of binding, or 4.57 eV per atom against 2.46 eV for the dimer.

For $p/q=1.5$ the exponent is $-1/2$. The binding drops from 0.0451 hartree in the dimer to $0.0451/\sqrt{12}=0.0130$ hartree at $z=12$, or from 1.23 to 0.35 eV per atom.

## First correction: the shape of the band

The second term of (5) vanishes only if the structure and the dimer have the same $c$. The dimer has levels $\pm h$, and its two electrons occupy the lower one. The energy is $-2h$ for two atoms, hence $-h$ per atom, and $c_1=1$.

**No structure has a larger $c$.** The mean of $\varepsilon$ over $n(\varepsilon)$ is $H_{ii}=0$, so the negative levels contribute $-\tfrac12\langle|\varepsilon|\rangle$ and the positive ones $+\tfrac12\langle|\varepsilon|\rangle$. The bond energy is most negative when all negative levels and no positive ones are filled. With two spins, this gives, at any filling,
$$|E_{\rm bond}|\le\langle|\varepsilon|\rangle\le\sqrt{\langle\varepsilon^2\rangle}=\sqrt z\,h ,$$
where the second inequality is that of Cauchy and Schwarz. Hence $c\le1$.

It follows that neither term of (5) can be positive when $s\le2$. Within this half-filled s-band model, no structure lies below the dimer for $p/q\le2$, whatever its band shape. This half of the criterion survives the correction. For structures with equal bonds the other half is shifted, because $c<1$ penalizes the extended structure.

**The shifted crossover.** Set (5) to zero with $c_1=1$ and multiply by $s-1$:
$$\frac{s-2}{2}\ln z+s\ln c=0\quad\Rightarrow\quad s\Bigl(\tfrac12\ln z+\ln c\Bigr)=\ln z .$$
The bracket is $\ln W$, where $W=c\sqrt z$ is the bond energy in units of $h$. For $W>1$ the structure therefore overtakes the dimer at
$$s^*=\frac{\ln z}{\ln W}=\frac{2}{1-\delta},\qquad \delta=\frac{2\ln(1/c)}{\ln z}. \tag{6}$$
For small $\delta$,
$$s^*=2+\frac{4\ln(1/c)}{\ln z}+O(\delta^2). \tag{7}$$
The second term is the first correction to Abell's value 2. It is positive for $c<1$. At fixed $c$ it decays only logarithmically with $z$, and it need not decay at all if $c$ falls as $z$ grows: in the table below, the chain, square and bcc lattices ($z=2,4,8$) have decreasing $c$ and share $s^*=2.87$.

## Size of the correction

The Bloch levels of half-filled s bands, computed from the geometry of each lattice, give the following values.

| structure | $z$ | $W$ | $c$ | $s^*$ |
|---|---|---|---|---|
| chain | 2 | 1.273 | 0.900 | 2.87 |
| honeycomb | 3 | 1.575 | 0.909 | 2.42 |
| square | 4 | 1.621 | 0.811 | 2.87 |
| diamond | 4 | 1.799 | 0.900 | 2.36 |
| simple cubic | 6 | 2.005 | 0.818 | 2.58 |
| bcc | 8 | 2.064 | 0.730 | 2.87 |
| fcc | 12 | 2.617 | 0.755 | 2.58 |

Halving the number of $k$ points along each periodic direction changes $W$ by at most 0.0017, so the third decimal is uncertain for some lattices.

For fcc, $\delta=2\ln(1/0.755)/\ln12=0.562/2.485=0.226$. The first correction (7) gives $2+2\times0.226=2.45$, and the full expression (6) gives 2.58. For diamond, $\delta=0.153$, and the two values are 2.31 and 2.36. The first correction thus accounts for most of the shift, and the remainder, $2\delta^2/(1-\delta)$, is 0.13 for fcc and 0.055 for diamond.

The logarithm makes the leading order a remote limit. With $c$ held at 0.755, the correction in (7) falls to 0.1 only when $\ln z=4\times0.281/0.1\approx11$, a coordination of several tens of thousands. Close packing has 12.

The square and diamond lattices show what the second moment leaves out. Both have $z=4$, hence the same $\mu_2$, but their $c$ differ by a tenth. For these two bands, which are symmetric about zero, half filling puts the Fermi level at zero and $W=\langle|\varepsilon|\rangle/h$. The definition of a variance then gives
$$c^2=\frac{\langle|\varepsilon|\rangle^2}{\mu_2}=1-\frac{{\rm Var}\,|\varepsilon|}{\mu_2} .$$
A band with its weight concentrated near two opposite energies, like the dimer's pair of levels, binds best for a given second moment.

## Competition among the extended structures

To compare two extended structures, put $c=W/\sqrt z$ into (4). The exponent of $z$ becomes
$$\frac{s-2}{2(s-1)}-\frac{s}{2(s-1)}=-\frac1{s-1},$$
so $|E|\propto W^{s/(s-1)}z^{-1/(s-1)}$. The most stable structure is the one with the largest value of
$$(s-1)\ln|E|+\text{const}=s\ln W-\ln z ,$$
where the constant is common to all structures at given $s$. Each structure is a straight line in $s$, and two lines cross at
$$s_{12}=\frac{\ln(z_2/z_1)}{\ln(W_2/W_1)} . \tag{8}$$
If the two have equal $c$, then $W_2/W_1=\sqrt{z_2/z_1}$ and $s_{12}=2$, Abell's value. The chain and diamond, both with $c=0.900$, come close to this case.

Among the dimer and the seven lattices of the table, a scan of $p/q$ from 1.5 to 5 finds the dimer most stable up to 2.36, diamond from there to 2.93, and fcc above. The upper limit follows from (8): $\ln3/\ln(2.617/1.799)=1.099/0.375=2.93$. Beyond the scanned range fcc remains the winner of this set, because it has the largest $W$ and so the steepest line.

The window for diamond is absent at leading order, where the preferred structure jumps from the smallest to the largest $z$. It does not come from directed hybrid orbitals, since the model has only s orbitals. It arises because diamond overtakes the dimer before fcc does ($s^*=2.36$ against 2.58), that is, because its $\delta$ is smaller, while fcc has the steeper line and wins later. A larger $c$ than fcc is not enough: the square lattice has $c=0.811$ but $s^*=2.87$, and never lies below both the dimer and fcc.

The energies show how much the fixed-shape estimate can mislead. At $p/q=2.5$ it puts fcc at 1.51 times the dimer's binding energy, whereas the actual band shape gives 0.95, which reverses the order. At $p/q=3$ the two values are 1.86 and 1.22, related by the factor $c^{s/(s-1)}=0.755^{1.5}=0.656$. The sign predicted there is right, but the gain over the dimer is overestimated by a factor of about four (0.86 against 0.22).

## Where the estimate fails

**Range of the interactions.** Second neighbours in fcc lie at $\sqrt2\,r$. For $p/q=3$ and the fixed-shape length $r=5.24$ bohr, an untruncated hopping would there be $e^{-0.5\times0.414\times5.24}=0.34$ of the nearest-neighbour value. The six second neighbours would raise $\mu_2$ by $6\times0.34^2/12\approx6$ per cent. The 24 third neighbours at $\sqrt3\,r$, with relative hopping $e^{-0.5\times0.732\times5.24}=0.147$, would add a further $24\times0.147^2/12\approx4$ per cent. The larger $\mu_2$ does not mean stronger binding, because the farther hops also change the band shape. At $p/q=3$ and the bond length 5.52 bohr of the actual fcc band, keeping all neighbours raises $\mu_2$ by 9 per cent but lowers the half-filled bond energy by 17 per cent; in bcc, whose second shell lies at only $1.155\,r$, $\mu_2$ rises by about 40 per cent. With untruncated hopping and repulsion and the constants used here, relaxed fcc at $p/q=3$ has 0.94 of the dimer's binding energy instead of 1.22, diamond has 1.08, and fcc overtakes diamond only between $p/q=4$ and 5. The nearest-neighbour cutoff is thus part of the model, does not follow from the exponential, and fixes the positions of the crossovers.

**Equal bonds.** All $z$ bonds were taken equal. In a chain with alternating hoppings $h_1\gg h_2$ the bond energy per atom is $h_1+h_2^2/(4h_1)$, while the weak bond adds a repulsion $A(h_2/B)^{s}$. For any $s>2$ a small $h_2$ therefore lowers the energy, and weakly coupled dimers lie below the isolated dimer, although only slightly (about 0.1 per cent for the chain at $s=2.36$). The equal-bond chain and simple cubic lattice also lie above their alternated forms: at $s=2.9$ the binding relative to the dimer rises from 1.00 to 1.03 for the chain and from 1.13 to 1.15 for simple cubic with three short and three long bonds, still below diamond at 1.18. For $s\le2$ unequal bonds do not help, because $\sum_j h_j^{s}\ge(\sum_j h_j^2)^{s/2}$ keeps the bound of the dimer.

**Constancy of $p$ and $q$.** With the constants used here and the shape factors of the table, equation (2) makes the fcc bond longer than the dimer bond by 3.0 bohr at $p/q=2$ and by 1.5 bohr at $p/q=3$. If the decay rates vary over that span, no single ratio $p/q$ describes all the structures.

**Electron repulsion.** The band energy omits the Coulomb cost of two electrons on one atom. When $h$ is small compared with that cost, as in strongly stretched bonds, the electrons tend to localize and $-c\sqrt z\,h$ is no longer the bond energy. The correction is already large for the constants used here. With an on-site cost $U$ the dimer has the energy $\tfrac12\bigl(U-\sqrt{U^2+16h^2}\bigr)$, and for $h=0.135$ hartree this is 0.72 of $-2h$ at $U=0.18$ hartree and 0.46 of it at $U=0.47$ hartree.

**Filling and orbital type.** The value $c_1=1$ and the table hold for one electron in one s orbital. Other fillings, or p and d orbitals with their angular dependence, give other shape factors, and the crossovers must then be recomputed from $c$.

Within these limits, $p/q$ below 2 gives dimers whatever the band shape, and, with equal bonds and nearest neighbours only, $p/q$ above about 3 selects the close-packed fcc lattice among the structures compared here. Between 2 and 3 the band shape decides; that upper value is not general and moves above 4 when the exponentials are not truncated. The numerical check obtains the power law and the crossovers by direct minimization of (1).

## Values computed for the example and the checks

```
B = 1.0 hartree, q = 0.5 /bohr, dimer bond = 4.0 bohr
p/q = 1.5: p = 0.75 /bohr, A = 1.8122 hartree, fitted exponent = -0.5000
  repulsion/bond energy = 0.6667, per-bond exponent = -1.5000
  z =  1: r = 4.000 bohr, E = -0.04511 hartree/atom = -1.228 eV/atom
  z =  4: r = 6.773 bohr, E = -0.02256 hartree/atom = -0.614 eV/atom
  z = 12: r = 8.970 bohr, E = -0.01302 hartree/atom = -0.354 eV/atom
p/q = 2.0: p = 1.00 /bohr, A = 3.6945 hartree, fitted exponent = 0.0000
  repulsion/bond energy = 0.5000, per-bond exponent = -1.0000
  z =  1: r = 4.000 bohr, E = -0.06767 hartree/atom = -1.841 eV/atom
  z =  4: r = 5.386 bohr, E = -0.06767 hartree/atom = -1.841 eV/atom
  z = 12: r = 6.485 bohr, E = -0.06767 hartree/atom = -1.841 eV/atom
p/q = 3.0: p = 1.50 /bohr, A = 18.1994 hartree, fitted exponent = 0.2500
  repulsion/bond energy = 0.3333, per-bond exponent = -0.7500
  z =  1: r = 4.000 bohr, E = -0.09022 hartree/atom = -2.455 eV/atom
  z =  4: r = 4.693 bohr, E = -0.12760 hartree/atom = -3.472 eV/atom
  z = 12: r = 5.242 bohr, E = -0.16792 hartree/atom = -4.569 eV/atom
pair forces only, p/q = 3: E(z=12)/E(z=1) = 12.000
half-filled s bands: W = bond energy/h, c = W/sqrt(z)
  dimer: z = 1, W = 1.000, c = 1.000
  chain: z = 2, W = 1.273, c = 0.900, beats dimer above p/q = 2.87
  honeycomb: z = 3, W = 1.575, c = 0.909, beats dimer above p/q = 2.42
  square: z = 4, W = 1.621, c = 0.811, beats dimer above p/q = 2.87
  diamond: z = 4, W = 1.799, c = 0.900, beats dimer above p/q = 2.36
  sc: z = 6, W = 2.005, c = 0.818, beats dimer above p/q = 2.58
  bcc: z = 8, W = 2.064, c = 0.730, beats dimer above p/q = 2.87
  fcc: z = 12, W = 2.617, c = 0.755, beats dimer above p/q = 2.58
largest change of W on halving the k grid = 0.0017
most stable structure, scan of p/q from 1.5 to 5.0:
  start: dimer
  dimer -> diamond at p/q = 2.36
  diamond -> fcc at p/q = 2.93
  p/q = 2.0: E/E(dimer) diamond = 0.809, fcc = 0.571, fcc at c=1: 1.000
  p/q = 2.5: E/E(dimer) diamond = 1.056, fcc = 0.948, fcc at c=1: 1.513
  p/q = 3.0: E/E(dimer) diamond = 1.207, fcc = 1.222, fcc at c=1: 1.861
  p/q = 4.0: E/E(dimer) diamond = 1.378, fcc = 1.575, fcc at c=1: 2.289
```
